# Direction-averaged acoustic and optical deformation potentials of valence-band holes: verification in Python

```python
"""Direction-averaged phonon coupling of holes in a J = 3/2 valence edge.

Results under test (hbar = 1, Hartree atomic units):
  acoustic, summed over both final bands:
    Xi^2 = a^2 + (b^2 + d^2/2) * (2/5 + 3 c_l / (5 c_t))
  optical, per final band, equal atomic masses, three degenerate branches:
    D^2 = 3 d0^2 / (2 a_lat^2)
a, b, d: Bir-Pikus potentials (electron energies, tensor strain).
c_l, c_t: longitudinal and transverse elastic constants.
d0*|u|/a_lat: full quartet splitting for relative sublattice displacement u.
The acoustic strength per final band is Xi^2/2.
Densities of states are per spin and per volume.
"""
import numpy as np
from scipy import constants as const

# ---------- round model parameters, atomic units ----------
a, b, d = 0.10, -0.08, -0.18
d0, a_lat = 1.5, 10.0
c11, c12, c44 = 0.0045, 0.0017, 0.0023
density = 800.0
kT, omega, energy = 0.001, 0.0014, 0.002
m_heavy, m_light = 0.4, 0.08

# ---------- angular momentum 3/2 ----------
m_values = np.array([1.5, 0.5, -0.5, -1.5])
J_plus = np.zeros((4, 4), complex)
for row in range(3):
    m_low = m_values[row + 1]
    J_plus[row, row + 1] = np.sqrt(3.75 - m_low * (m_low + 1))
J_minus = J_plus.conj().T
J = np.array([(J_plus + J_minus) / 2, (J_plus - J_minus) / 2j,
              np.diag(m_values).astype(complex)])
one = np.eye(4)
sym = np.array([[(J[i] @ J[j] + J[j] @ J[i]) / 2 for j in range(3)]
                for i in range(3)])


def strain_hamiltonian(strain, pot_a, pot_b, pot_d):
    operators = np.zeros((3, 3, 4, 4), complex)
    for i in range(3):
        for j in range(3):
            if i == j:
                operators[i, i] = pot_a * one - pot_b * (sym[i, i] - 1.25 * one)
            else:
                operators[i, j] = -pot_d / np.sqrt(3) * sym[i, j]
    return np.tensordot(strain, operators, axes=([-2, -1], [0, 1]))


def optical_hamiltonian(u):
    operators = np.array([sym[1, 2], sym[2, 0], sym[0, 1]])
    return -d0 / (np.sqrt(3) * a_lat) * np.tensordot(u, operators, axes=([-1], [0]))


def mode_strain(n, e):
    outer = n[..., :, None] * e[..., None, :]
    return (outer + np.swapaxes(outer, -1, -2)) / 2


def triad(q):
    """Unit vector along q and two unit vectors normal to it."""
    n = q / np.linalg.norm(q, axis=-1, keepdims=True)
    t1 = np.cross(n, np.array([0.36, 0.48, 0.80]))
    t1 = t1 / np.linalg.norm(t1, axis=-1, keepdims=True)
    return n, t1, np.cross(n, t1)


def sphere_grid(n_polar):
    z, wz = np.polynomial.legendre.leggauss(n_polar)
    phi = 2 * np.pi * (np.arange(2 * n_polar) + 0.37) / (2 * n_polar)
    zz, pp = np.meshgrid(z, phi, indexing="ij")
    s = np.sqrt(1 - zz**2)
    points = np.stack([s * np.cos(pp), s * np.sin(pp), zz], -1).reshape(-1, 3)
    return points, np.repeat(wz / 2, 2 * n_polar) / (2 * n_polar)


def mean_square(h):
    """Sum over four final states, mean over four initial states."""
    return np.einsum("...ij,...ji->...", h, h).real / 4


# ---------- the traceless strain Hamiltonian squares to a number ----------
rng = np.random.default_rng(4)
for _ in range(5):
    e = rng.normal(size=(3, 3))
    e = (e + e.T) / 2
    h = strain_hamiltonian(e, 0.0, b, d)
    gap2 = b**2 / 2 * ((e[0, 0] - e[1, 1])**2 + (e[1, 1] - e[2, 2])**2
                       + (e[2, 2] - e[0, 0])**2)
    gap2 += d**2 * (e[0, 1]**2 + e[1, 2]**2 + e[2, 0]**2)
    assert np.allclose(h @ h, gap2 * one, atol=1e-12)

# ---------- longitudinal and transverse direction averages ----------
directions, weights = sphere_grid(24)
n, t1, t2 = triad(directions)
long_num = weights @ mean_square(strain_hamiltonian(mode_strain(n, n), a, b, d))
trans_num = sum(weights @ mean_square(
    strain_hamiltonian(mode_strain(n, t), a, b, d)) for t in (t1, t2))
shear = b**2 + d**2 / 2
assert np.isclose(long_num, a**2 + 2 * shear / 5, rtol=1e-11)
assert np.isclose(trans_num, 3 * shear / 5, rtol=1e-11)


# ---------- elastic modes from the Christoffel matrix ----------
def christoffel_matrix(k11, k12, k44):
    gamma = (k12 + k44) * n[:, :, None] * n[:, None, :]
    for i in range(3):
        gamma[:, i, i] = k11 * n[:, i]**2 + k44 * (1 - n[:, i]**2)
    return gamma


def christoffel_average(k11, k12, k44):
    stiffness, vectors = np.linalg.eigh(christoffel_matrix(k11, k12, k44))
    total = 0.0
    for branch in range(3):
        h = strain_hamiltonian(mode_strain(n, vectors[:, :, branch]), a, b, d)
        total += weights @ (mean_square(h) / stiffness[:, branch])
    return total


def xi_squared(cl, ct):
    return a**2 + shear * (0.4 + 0.6 * cl / ct)


iso_value = christoffel_average(c11, c11 - 2 * c44, c44)
# A case with distinct, positive isotropic constants
iso_value_2 = christoffel_average(0.006, 0.002, 0.002)
assert np.isclose(iso_value_2, xi_squared(0.006, 0.002) / 0.006, rtol=1e-10)
assert np.isclose(iso_value, xi_squared(c11, c44) / c11, rtol=1e-10)

c_l = (3 * c11 + 2 * c12 + 4 * c44) / 5
c_t = (c11 - c12 + 3 * c44) / 5
gamma = christoffel_matrix(c11, c12, c44)
along = np.einsum("pi,pij,pj->p", n, gamma, n)
assert np.isclose(weights @ along, c_l, rtol=1e-11)
assert np.isclose(weights @ (np.trace(gamma, axis1=1, axis2=2) - along) / 2,
                  c_t, rtol=1e-11)
xi2 = xi_squared(c_l, c_t)
anisotropy_ratio = christoffel_average(c11, c12, c44) / (xi2 / c_l)

# ---------- optical splitting and amplitude of relative motion ----------
for _ in range(4):
    u = rng.normal(size=3)
    levels = np.linalg.eigvalsh(optical_hamiltonian(u))
    assert np.isclose(levels[-1] - levels[0],
                      d0 * np.linalg.norm(u) / a_lat, rtol=1e-11)


def amplitude_factor(m1, m2):
    """Squared relative amplitude in units of 1/(2 density volume omega)."""
    dyn = np.array([[1 / m1, -1 / np.sqrt(m1 * m2)],
                    [-1 / np.sqrt(m1 * m2), 1 / m2]])
    vector = np.linalg.eigh(dyn)[1][:, 1]
    return (m1 + m2) * (vector[0] / np.sqrt(m1) - vector[1] / np.sqrt(m2))**2


factor_equal = amplitude_factor(1.0, 1.0)
factor_two = amplitude_factor(1.0, 2.0)
assert np.isclose(factor_equal, 4.0, rtol=1e-12)
assert np.isclose(factor_two / 4, (1 + 2)**2 / (4 * 1 * 2), rtol=1e-12)

# ---------- optical strength per band with warped Luttinger bands ----------
g1, g2, g3 = 6.0, 1.5, 2.2
k_dirs, k_weights = sphere_grid(40)
luttinger = np.zeros((len(k_dirs), 4, 4), complex)
luttinger += (g1 + 2.5 * g2) / 2 * one
for i in range(3):
    luttinger -= g2 * (k_dirs[:, i]**2)[:, None, None] * sym[i, i]
    for j in range(i):
        luttinger -= 2 * g3 * (k_dirs[:, i] * k_dirs[:, j])[:, None, None] * sym[i, j]
curvature, states = np.linalg.eigh(luttinger)
assert curvature.min() > 0
D2 = 3 * d0**2 / (2 * a_lat**2)
k_start = np.array([0.011, -0.023, 0.017])
for pair in (slice(0, 2), slice(2, 4)):
    vec = states[:, :, pair]
    projector = vec @ np.swapaxes(vec.conj(), -1, -2)
    curv = curvature[:, pair].mean(axis=1)
    dos_weight = k_weights * curv**-1.5
    dos_weight = dos_weight / dos_weight.sum()
    mean_projector = np.einsum("p,pij->ij", dos_weight, projector)
    assert np.allclose(mean_projector, one / 2, atol=1e-7)
    k_final = np.sqrt(energy / curv)[:, None] * k_dirs
    strength = np.zeros((4, 4), complex)
    for polarization in triad(k_final - k_start):
        h = optical_hamiltonian(polarization)
        strength += factor_equal * np.einsum("p,pij->ij", dos_weight,
                                             h @ projector @ h)
    assert np.allclose(strength, D2 * one, rtol=1e-6, atol=1e-8)


# ---------- acoustic scattering with correlated q, k and k' ----------
def rotations():
    z, wz = np.polynomial.legendre.leggauss(6)
    angles = 2 * np.pi * np.arange(10) / 10
    matrices, w = [], []

    def rot_z(x):
        return np.array([[np.cos(x), -np.sin(x), 0],
                         [np.sin(x), np.cos(x), 0], [0, 0, 1]])
    for cb, weight in zip(z, wz):
        sb = np.sqrt(1 - cb**2)
        rot_y = np.array([[cb, 0, sb], [0, 1, 0], [-sb, 0, cb]])
        for alpha in angles:
            for gam in angles:
                matrices.append(rot_z(alpha) @ rot_y @ rot_z(gam))
                w.append(weight / 200)
    return np.array(matrices), np.array(w)


rotation_set, rotation_weights = rotations()


def band_projector(unit_k, band):
    helicity = np.tensordot(unit_k, J, axes=([-1], [0]))
    heavy = (helicity @ helicity - 0.25 * one) / 2
    return heavy if band == "h" else one - heavy


def correlated_strength(start, final, ratio, pots=(a, b, d),
                        transport=False, n_theta=20):
    """Coupling for |k'|/|k| = ratio, with all directions averaged."""
    c, wc = np.polynomial.legendre.leggauss(n_theta)
    k = rotation_set[:, :, 2]
    p_start = band_projector(k, start)
    total = 0.0
    for cosine, weight in zip(c, wc / 2):
        local = np.array([np.sqrt(1 - cosine**2), 0, cosine])
        k_new = rotation_set @ local
        p_final = band_projector(k_new, final)
        q_hat, s1, s2 = triad(ratio * k_new - k)
        value = 0.0
        for pol, scale in ((q_hat, 1.0), (s1, c_l / c_t), (s2, c_l / c_t)):
            h = strain_hamiltonian(mode_strain(q_hat, pol), *pots)
            trace = np.einsum("pij,pji->p", p_start @ h, p_final @ h).real
            value += scale * (rotation_weights @ trace) / 2
        total += weight * value * ((1 - cosine) if transport else 1.0)
    return total


equal_surface = {s + f: correlated_strength(s, f, 1.0)
                 for s in "hl" for f in "hl"}
assert np.isclose(sum(equal_surface.values()) / 2, xi2, rtol=1e-9)
assert np.isclose(correlated_strength("h", "h", 1.0, (a, 0, 0)),
                  a**2 / 2, rtol=1e-10)
k_ratio = np.sqrt(m_light / m_heavy)
strength_hh = equal_surface["hh"]
strength_hl = correlated_strength("h", "l", k_ratio)
assert np.isclose(strength_hl, correlated_strength("h", "l", k_ratio, n_theta=32),
                  rtol=1e-8)
# Detailed balance: the reverse process has the same averaged strength
# only after the same pairs of directions are counted.
assert np.isclose(strength_hl, correlated_strength("l", "h", 1 / k_ratio), rtol=1e-8)
strength_hh_flip = correlated_strength("h", "h", 1.0, (-a, b, d))
transport_hh = correlated_strength("h", "h", 1.0, transport=True)


# ---------- rates in the worked example ----------
def dos(mass, e_hole):
    return mass**1.5 * np.sqrt(2 * e_hole) / (2 * np.pi**2)


N_h, N_l = dos(m_heavy, energy), dos(m_light, energy)
prefactor = 2 * np.pi * kT / c_l
rate_ac = prefactor * xi2 / 2 * (N_h + N_l)
rate_ac_corr = prefactor * (strength_hh * N_h + strength_hl * N_l)
occupation = 1 / np.expm1(omega / kT)
N_up = dos(m_heavy, energy + omega) + dos(m_light, energy + omega)
N_down = dos(m_heavy, energy - omega) + dos(m_light, energy - omega)
optical_prefactor = np.pi * D2 / (density * omega)
rate_abs = optical_prefactor * occupation * N_up
rate_em = optical_prefactor * (occupation + 1) * N_down
k_heavy = np.sqrt(2 * m_heavy * energy)
x_max = 2 * k_heavy * np.sqrt(c_l / density) / kT
equipartition_ratio = (x_max / 2) / np.tanh(x_max / 2)

hartree_eV = const.physical_constants["Hartree energy in eV"][0]
bohr_cm = const.physical_constants["Bohr radius"][0] * 100
time_s = const.physical_constants["atomic unit of time"][0]
xi, D = np.sqrt(xi2), np.sqrt(D2)


def show(label, value, unit=""):
    print(f"{label}: {value:.5g} {unit}".rstrip())


show("a", a, "Eh")
show("b", b, "Eh")
show("d", d, "Eh")
show("d0", d0, "Eh")
show("lattice constant", a_lat, "bohr")
show("c11", c11, "Eh/bohr^3")
show("c12", c12, "Eh/bohr^3")
show("c44", c44, "Eh/bohr^3")
show("density", density, "m_e/bohr^3")
show("kT", kT, "Eh")
show("optical phonon energy", omega, "Eh")
show("hole energy", energy, "Eh")
show("heavy mass", m_heavy, "m_e")
show("light mass", m_light, "m_e")
show("averaged c_l", c_l, "Eh/bohr^3")
show("averaged c_t", c_t, "Eh/bohr^3")
show("c_l/c_t", c_l / c_t)
show("b^2+d^2/2", shear, "Eh^2")
show("longitudinal strength", long_num, "Eh^2")
show("two transverse branches, before c_l/c_t", trans_num, "Eh^2")
show("transverse part of Xi^2", trans_num * c_l / c_t, "Eh^2")
show("Xi^2, both final bands", xi2, "Eh^2")
show("Xi, both final bands", xi, "Eh")
show("Xi, both final bands", xi * hartree_eV, "eV")
show("Xi^2/2, per final band", xi2 / 2, "Eh^2")
show("Xi/sqrt(2), per final band", xi / np.sqrt(2), "Eh")
show("cubic elastic average / isotropic formula", anisotropy_ratio)
show("optical D^2, per final band", D2, "Eh^2/bohr^2")
show("optical D, per final band", D, "Eh/bohr")
show("optical D, per final band", D * hartree_eV / bohr_cm, "eV/cm")
show("D^2 mass factor for mass ratio 2", factor_two / 4)
show("heavy density of states", N_h, "1/(Eh bohr^3)")
show("light density of states", N_l, "1/(Eh bohr^3)")
show("correlated heavy-heavy / (Xi^2/2)", strength_hh / (xi2 / 2))
show("same with sign of a reversed", strength_hh_flip / (xi2 / 2))
show("correlated heavy-light / (Xi^2/2)", strength_hl / (xi2 / 2))
show("heavy-heavy weighted by 1-cos / unweighted", transport_hh / strength_hh)
show("acoustic rate, averaged formula", rate_ac, "Eh/hbar")
show("acoustic rate, averaged formula", rate_ac / time_s, "1/s")
show("heavy-hole acoustic rate, correlated", rate_ac_corr, "Eh/hbar")
show("correlated / averaged acoustic rate", rate_ac_corr / rate_ac)
show("largest acoustic phonon energy / kT", x_max)
show("equipartition correction factor there", equipartition_ratio)
show("optical phonon occupation", occupation)
show("final density of states, absorption", N_up, "1/(Eh bohr^3)")
show("final density of states, emission", N_down, "1/(Eh bohr^3)")
show("optical absorption rate", rate_abs, "Eh/hbar")
show("optical emission rate", rate_em, "Eh/hbar")
show("total optical rate", rate_abs + rate_em, "Eh/hbar")
show("total optical rate", (rate_abs + rate_em) / time_s, "1/s")
print("finished without a failed check")
```

Printed output:

```
a: 0.1 Eh
b: -0.08 Eh
d: -0.18 Eh
d0: 1.5 Eh
lattice constant: 10 bohr
c11: 0.0045 Eh/bohr^3
c12: 0.0017 Eh/bohr^3
c44: 0.0023 Eh/bohr^3
density: 800 m_e/bohr^3
kT: 0.001 Eh
optical phonon energy: 0.0014 Eh
hole energy: 0.002 Eh
heavy mass: 0.4 m_e
light mass: 0.08 m_e
averaged c_l: 0.00522 Eh/bohr^3
averaged c_t: 0.00194 Eh/bohr^3
c_l/c_t: 2.6907
b^2+d^2/2: 0.0226 Eh^2
longitudinal strength: 0.01904 Eh^2
two transverse branches, before c_l/c_t: 0.01356 Eh^2
transverse part of Xi^2: 0.036486 Eh^2
Xi^2, both final bands: 0.055526 Eh^2
Xi, both final bands: 0.23564 Eh
Xi, both final bands: 6.4121 eV
Xi^2/2, per final band: 0.027763 Eh^2
Xi/sqrt(2), per final band: 0.16662 Eh
cubic elastic average / isotropic formula: 0.99892
optical D^2, per final band: 0.03375 Eh^2/bohr^2
optical D, per final band: 0.18371 Eh/bohr
optical D, per final band: 9.4468e+08 eV/cm
D^2 mass factor for mass ratio 2: 1.125
heavy density of states: 0.00081057 1/(Eh bohr^3)
light density of states: 7.25e-05 1/(Eh bohr^3)
correlated heavy-heavy / (Xi^2/2): 0.92621
same with sign of a reversed: 0.58636
correlated heavy-light / (Xi^2/2): 1.334
heavy-heavy weighted by 1-cos / unweighted: 1.2271
acoustic rate, averaged formula: 2.951e-05 Eh/hbar
acoustic rate, averaged formula: 1.22e+12 1/s
heavy-hole acoustic rate, correlated: 2.8321e-05 Eh/hbar
correlated / averaged acoustic rate: 0.95969
largest acoustic phonon energy / kT: 0.20435
equipartition correction factor there: 1.0035
optical phonon occupation: 0.32731
final density of states, absorption: 0.0011514 1/(Eh bohr^3)
final density of states, emission: 0.00048368 1/(Eh bohr^3)
optical absorption rate: 3.5677e-05 Eh/hbar
optical emission rate: 6.0776e-05 Eh/hbar
total optical rate: 9.6453e-05 Eh/hbar
total optical rate: 3.9875e+12 1/s
finished without a failed check
```
